\section*{Finite-Basis Corrections to Plane-Wave Energy and Stress at Fixed Cutoff}

\section*{Problem: finite-basis correction to plane-wave energy and stress}

Hartree atomic units are used. A crystal with cell volume $\Omega$ is treated in the basis of plane waves $\mathbf q=\mathbf k+\mathbf G$ with $\tfrac12 q^2\le E_c$, that is $q\le G_c=\sqrt{2E_c}$. The k-points have weights $w_k$ summing to one, $N_k$ is the basis size at $\mathbf k$, and $N=\sum_k w_kN_k$. The energy per cell $E$ is variational in the coefficients, with fixed occupations; one band holding $n$ electrons is written out, and more bands add. As the cell changes at fixed $E_c$, waves cross the sphere and $E$ jumps. The smooth target $E_s(\eta,E_c)$ is the limit of dense k sampling at the same cutoff, and
\begin{equation}
D=\frac{\partial E_s}{\partial\ln E_c},\qquad D'=\frac{\partial D}{\partial \ln E_c}.
\end{equation}
A symmetric strain acts as $\mathbf r\to(1+\eta)\mathbf r$, with $\sigma_{\alpha\beta}=\Omega^{-1}\partial E/\partial\eta_{\alpha\beta}$ and $P=-\tfrac13\operatorname{tr}\sigma$. The numerical model has $n=2$ independent electrons per simple cubic cell of side $a$, in rigid wells $-V_0\exp(-\sum_\alpha x_\alpha^2/2b_\alpha^2)$ with $V_0=6$ Ha and Fourier transform
\begin{equation}
v(\mathbf Q)=-V_0(2\pi)^{3/2}b_xb_yb_z\,e^{-\frac12\sum_\alpha b_\alpha^2Q_\alpha^2}.
\end{equation}
The Hamiltonian is $H_{\mathbf q\mathbf q'}=\tfrac12q^2\delta_{\mathbf q\mathbf q'}+v(\mathbf q-\mathbf q')/\Omega$. Numbers come from the numerical check, except the convergence values quoted in (e) and (g), which come from repeating the calculation with the settings stated there.

\subsection*{(a) Find the zone average of $N_k$ and the deviation from it on a finite mesh.}

\textit{Solution.} For any $g$, the sum $\sum_{\mathbf G}g(\mathbf k+\mathbf G)$ is periodic in $\mathbf k$, so it is a Fourier series $\sum_{\mathbf R}g_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}$ over lattice vectors. The coefficient is a zone average, the zone volume is $(2\pi)^3/\Omega$, and the shifted zones tile all of $\mathbf q$ space with $e^{i\mathbf G\cdot\mathbf R}=1$, so $g_{\mathbf R}=\Omega(2\pi)^{-3}\int d^3q\,g\,e^{i\mathbf q\cdot\mathbf R}$. For $g=\theta(G_c-q)$ the angular integral gives $4\pi j_0(qR)$, and $\int_0^{x}t^2j_0(t)\,dt=x^2j_1(x)$ gives $4\pi G_c^3\,j_1(G_cR)/(G_cR)$. Hence
\begin{equation}
N_k=N_0\Big[1+\sum_{\mathbf R\ne0}e^{-i\mathbf k\cdot\mathbf R}\,\frac{3j_1(G_cR)}{G_cR}\Big],\qquad N_0=\frac{\Omega}{(2\pi)^3}\frac{4\pi G_c^3}{3}=\frac{\Omega(2E_c)^{3/2}}{6\pi^2}.
\label{count}
\end{equation}
The zone average is the ideal count $N_0$. On the shifted mesh $k_\alpha=(2\pi/a)(j+\tfrac12)/M$ the average of the phase over $j=0,\dots,M-1$ is a geometric sum that vanishes unless $R_\alpha=Ma\,m_\alpha$ with integer $m_\alpha$, where it equals $(-1)^{m_\alpha}$. Only supercell vectors with $R\ge Ma$ survive, and since $j_1(x)\simeq-\cos x/x$ at large $x$, each contributes a relative amplitude $3/(G_cR)^2$. The mismatch is measured by $L=\ln(N_0/N)$.

\subsection*{(b) Find the energy gained from one added wave, and express $D$ through it.}

\textit{Solution.} Let $\psi=\sum c_{\mathbf q'}|\mathbf q'\rangle$ have eigenvalue $\varepsilon$, and add a wave $\mathbf q$. The kinetic energy is diagonal, so the coupling is $h=\langle\mathbf q|V|\psi\rangle$. In the span of $\psi$ and $\mathbf q$ the secular equation is $(\varepsilon-\lambda)(H_{\mathbf q\mathbf q}-\lambda)=|h|^2$, and setting $\lambda\approx\varepsilon$ in the large factor gives
\begin{equation}
\Delta\varepsilon(\mathbf q)\approx-\frac{|h|^2}{\tfrac12q^2+v(0)/\Omega-\varepsilon}.
\label{gain}
\end{equation}
Coupling to the other eigenstates shifts the denominator at second order in $V$, which matters little when $E_c$ is large against the potential matrix elements. For a well with $b=(0.65,0.65,0.5)$ bohr at a general k-point, rediagonalization gives $-5.981\times10^{-4}$ Ha and Eq.~\eqref{gain} gives $-5.974\times10^{-4}$ Ha.

Define $f(\mathbf q)=\Omega\,\Delta\varepsilon(\mathbf q)$, taken at the k-point congruent to $\mathbf q$. Raising $G_c$ by $dG_c$ adds a wave for those $\mathbf k$ that fold into the new shell; the element $G_c^2dG_c\,d\hat g$ is a fraction $\Omega G_c^2dG_c\,d\hat g/(2\pi)^3$ of the zone. Thus $dE_s=nG_c^2\,dG_c\,4\pi\langle f\rangle/(2\pi)^3$, with $\langle f\rangle$ the average over the sphere. From $\ln E_c=2\ln G_c-\ln 2$ follows $dG_c/d\ln E_c=G_c/2$, so
\begin{equation}
D=\frac{nG_c^3\langle f\rangle}{4\pi^2}=\frac32\,n\,\frac{N_0}{\Omega}\langle f\rangle\le0 .
\label{Dsurf}
\end{equation}
The second form uses $G_c^3=6\pi^2N_0/\Omega$. The sign is the variational principle.

For an isolated atom $f$ extends to the interior of the sphere. Regard the basis as a measure $\mu$, either $\Omega^{-1}\sum\delta(\mathbf q-\mathbf k-\mathbf G)$ or $d^3q/(2\pi)^3$, and set $\tilde c=\sqrt\Omega\,c$, so $\int d\mu\,|\tilde c|^2=1$. The functional
\begin{equation}
F=\int d\mu\,(\tfrac12q^2-\varepsilon)|\tilde c|^2+\iint d\mu\,d\mu'\,\tilde c^*(\mathbf q)v(\mathbf q-\mathbf q')\tilde c(\mathbf q')
\end{equation}
vanishes at the solution and is stationary in $\tilde c$, which obeys $\int d\mu'\,v\tilde c=-(\tfrac12q^2-\varepsilon)\tilde c(\mathbf q)$; this equation also defines $\tilde c$ off the basis points. Varying $\mu$ with $\delta F=0$, the double integral contributes twice:
\begin{equation}
\delta\varepsilon=\int\delta\mu\,\big[(\tfrac12q^2-\varepsilon)-2(\tfrac12q^2-\varepsilon)\big]|\tilde c|^2=\int\delta\mu\,f,\qquad f=-(\tfrac12q^2-\varepsilon)|\tilde c|^2 .
\label{fdef}
\end{equation}
Since $\sqrt\Omega\,h=-(\tfrac12q^2-\varepsilon)\tilde c$, this is $\Omega$ times Eq.~\eqref{gain} without the term $v(0)/\Omega$, which vanishes for a large cell. In a Kohn-Sham functional the same stationarity makes the first variation carry the self-consistent potential, with density response entering at second order; that case is not tested here. For the isotropic well $b=0.6$ bohr at $E_c=8$ Ha ($G_c=4$ bohr$^{-1}$), a radial integral equation with the same cutoff gives $f(G_c)=-0.147559$ Ha\,bohr$^3$, so $D=2\cdot64\cdot(-0.147559)/4\pi^2=-0.47843$ Ha, equal to the finite difference of $E_s$.

\subsection*{(c) Relate $E_s$ to $E$, $D$ and $L$, and identify what is neglected.}

\textit{Solution.} Take an isolated atom with radial $f$, and $\delta\mu$ as discrete minus continuous measure. Let $\Delta N(q)=N(q)-\Omega q^3/6\pi^2$ be the excess count inside radius $q$, so $\delta\mu=d\Delta N/\Omega$ and $\Delta N(0)=0$ for $\mathbf k\neq0$. To first order in $\delta\mu$, Eq.~\eqref{fdef} and an integration by parts give
\begin{equation}
E-E_s\approx\frac n\Omega\int_0^{G_c}f\,d\Delta N=\frac n\Omega f(G_c)(N-N_0)-\frac n\Omega\int_0^{G_c}\frac{df}{dq}\,\Delta N\,dq .
\label{abel}
\end{equation}
By Eq.~\eqref{Dsurf}, $nf(G_c)/\Omega=2D/3N_0$, and $(N-N_0)/N_0=e^{-L}-1=-L+O(L^2)$. Keeping the boundary term alone gives the Francis-Payne correction,
\begin{equation}
E_s\approx E+\tfrac23D\ln\frac{N_0}{N}.
\label{FP}
\end{equation}
A surplus of waves has $L<0$, and with $D<0$ the correction is positive, undoing the extra variational gain. When one wave enters at a point of weight $w_k$, $E$ changes by $nw_kf/\Omega$ and the correction by $-\tfrac23Dw_k/N\approx-nw_k\langle f\rangle/\Omega$, so the jump cancels to leading order if $f=\langle f\rangle$.

The result is approximate for three reasons. The first is the integral in Eq.~\eqref{abel}. One term of Eq.~\eqref{count} gives $\Delta N\propto q\cos(qR)/R^2$ at large $qR$, and integrating the cosine by parts gives $\int(df/dq)\,q\cos(qR)\,dq\approx(df/dq)\,G_c\sin(G_cR)/R$ at the upper limit, apart from the overlap of images, which is k-sampling error. The ratio of amplitudes of neglected to kept term is
\begin{equation}
\frac{|d\ln|f|/d\ln q|_{G_c}}{G_cR}.
\end{equation}
For $a=7$ bohr and $M=2$ the shortest vector gives $8.527/(4\cdot14)=0.15$; longer vectors give less. The second reason is the terms of second order in $\delta\mu$. The third is that $f$ may vary over the sphere, in which case it matters where the surplus waves lie, and $N$ does not record that.

At $a=7$ bohr, $N=377$ and $N_0=370.70$; the correction $\tfrac23(-0.478426)(-0.01685)=0.00537$ Ha turns $E-E_s=-0.00543$ Ha into $-0.00006$ Ha. Over 25 cells with $a=6.5$ to $7.5$ bohr the rms error against the radial reference, which is the large-cell limit of $E_s$, falls from $4.0\times10^{-3}$ to $3.5\times10^{-4}$ Ha, a ratio of $0.087$. The full first-order expression misses the raw error by $1.4\times10^{-4}$ Ha rms, and the residual of Eq.~\eqref{FP} correlates with the integral term at $0.96$.

With several k-points and a common $\langle f\rangle$, Eq.~\eqref{abel} is linear in $N_k$ and selects the arithmetic mean. Writing $N_k=N(1+x_k)$ with $\sum w_kx_k=0$ gives $\sum w_k\ln N_k\approx\ln N-\tfrac12\sum w_kx_k^2$, so a geometric mean shifts $L$ at second order in the spread of $N_k$.

\subsection*{(d) Recast the correction as a shift of cutoff, and find a low-noise estimate of $D$.}

\textit{Solution.} Define $E_{\rm eff}$ as the cutoff whose ideal count is $N$. Since $N_0\propto E_c^{3/2}$ at fixed $\Omega$, $N_0/N=(E_c/E_{\rm eff})^{3/2}$ and $\ln E_{\rm eff}=\ln E_c-\tfrac23L$. The assumption that the basis enters only through its size is
\begin{equation}
E=E_s(\Omega,E_{\rm eff})=E_s-\tfrac23DL+\tfrac12\cdot\tfrac49D'L^2+\dots,
\label{ansatz}
\end{equation}
which agrees with Eq.~\eqref{FP} at first order and shares its errors. Between two cutoffs at fixed cell, $\Delta E\approx D\,\Delta\ln E_{\rm eff}$, and $\Delta\ln E_{\rm eff}=\tfrac23\Delta\ln N=\Delta\ln E_c-\tfrac23\Delta L$. Therefore
\begin{equation}
\frac32\frac{\Delta E}{\Delta\ln N}\approx D,\qquad\frac{\Delta E}{\Delta\ln E_c}\approx D\Big(1-\frac23\frac{\Delta L}{\Delta\ln E_c}\Big).
\end{equation}
The second estimate divides count noise by a small step. In the scan, with cutoffs $E_ce^{\pm0.05}$, the rms error relative to the radial $D$ is $0.151$ from $\ln E_c$ and $0.017$ from $\ln N$.

\subsection*{(e) Derive the stress at fixed basis and the tensor that converts it to fixed cutoff.}

\textit{Solution.} Phases $\mathbf q\cdot\mathbf r$ are preserved, so $\mathbf q\to(1+\eta)^{-1}\mathbf q$ and $\delta q_\alpha=-\sum_\beta\eta_{\alpha\beta}q_\beta$. With the set of waves fixed, stationarity lets the real $c_{\mathbf q}$ stay fixed. The three changes are $\delta(\tfrac12q^2)=-\sum q_\alpha\eta_{\alpha\beta}q_\beta$, $\delta\Omega^{-1}=-\operatorname{tr}\eta/\Omega$, and, from $\partial v/\partial Q_\alpha=-b_\alpha^2Q_\alpha v$, $\delta v=v\sum b_\alpha^2Q_\alpha\eta_{\alpha\beta}Q_\beta$. Symmetrizing the last in $\alpha\beta$, with $\mathbf Q=\mathbf q-\mathbf q'$,
\begin{equation}
\Omega\sigma_{\alpha\beta}\big|_N=n\sum_kw_k\Big\{-\sum_{\mathbf q}q_\alpha q_\beta c_{\mathbf q}^2+\sum_{\mathbf q\mathbf q'}c_{\mathbf q}c_{\mathbf q'}\frac{v(\mathbf Q)}{\Omega}\Big[\frac{b_\alpha^2+b_\beta^2}{2}Q_\alpha Q_\beta-\delta_{\alpha\beta}\Big]\Big\}.
\end{equation}
This was tested against finite strains in two diagonal components and one shear.

After the strain the retained waves fill $|(1+\eta)\mathbf q|\le G_c$. Along a unit vector $\hat g$ the left side is $q(1+\hat g\cdot\eta\hat g)$ to first order, so the surface sits at $G_c(1-\hat g\cdot\eta\hat g)$. Restoring the sphere adds a shell of signed thickness $G_c\,\hat g\cdot\eta\hat g$. In the dense limit, counting as in (b), this changes the energy by $n(2\pi)^{-3}G_c^3\oint d\hat g\,(\hat g\cdot\eta\hat g)f$. Hence $\sigma|_{E_c}=\sigma|_N+\sigma^P$ with the Pulay stress
\begin{equation}
\Omega\sigma^P_{\alpha\beta}=\frac{nG_c^3}{(2\pi)^3}\oint d\hat g\,\hat g_\alpha\hat g_\beta f=2D\,\frac{\oint\hat g_\alpha\hat g_\beta f}{\oint f},
\label{pulay}
\end{equation}
because $nG_c^3\,4\pi\langle f\rangle/8\pi^3=nG_c^3\langle f\rangle/2\pi^2=2D$. As $\sum_\alpha\hat g_\alpha^2=1$, the trace is $2D/\Omega$ for any crystal, and
\begin{equation}
P|_{E_c}=P|_N-\frac{2D}{3\Omega}.
\end{equation}
The fixed-basis pressure is the lower one: compression at fixed basis raises the effective cutoff and gains energy artificially. Under cubic symmetry an invariant symmetric tensor is a multiple of the identity, so $\sigma^P_{\alpha\beta}=(2D/3\Omega)\delta_{\alpha\beta}$. This isotropic form is what Eq.~\eqref{FP} yields from $\partial L/\partial\eta_{\alpha\beta}|_N=\partial\ln\Omega/\partial\eta_{\alpha\beta}=\delta_{\alpha\beta}$, and without such symmetry only its trace is assured.

An isolated rigid well has $E_s$ independent of $\eta$, so $\sigma|_N=-\sigma^P$. For $b=(0.65,0.65,0.5)$ bohr on an $8^3$ mesh, $\Omega\sigma|_N$ is $0.2659$ ($xx$) and $0.4326$ Ha ($zz$), against $-\Omega\sigma^P=0.2666$ and $0.4333$ Ha from Eq.~\eqref{pulay}. The trace $2(0.26589)+0.43258=0.9644$ Ha is $0.6\%$ above $-2D=0.9583$ Ha, where $D$ is a finite difference in $\ln E_c$ and carries the count noise described in (d). The mesh-free value, from the integral equation of the single well with the same cutoff, is $-2D=0.9658$ Ha, $0.15\%$ above the trace; the change of $L$ between the two cutoffs accounts for about $70\%$ of the shortfall of the finite difference. The $zz$ component exceeds the isotropic value $0.3194$ Ha by $35\%$, so a cell-shape relaxation with the isotropic form would keep a spurious deviatoric stress.

\subsection*{(f) On a finite mesh, find the volume derivative of $E_s$ to first order in $L$.}

\textit{Solution.} Let $S=\partial E_s/\partial\ln\Omega|_{E_c}$. At fixed $N$, $\Omega E_{\rm eff}^{3/2}$ is constant, so $d\ln E_{\rm eff}/d\ln\Omega=-\tfrac23$. Differentiating the first equality of Eq.~\eqref{ansatz} gives $\partial E/\partial\ln\Omega|_N=S-\tfrac23D$, both taken at $E_{\rm eff}$. Shift them to $E_c$, using $\partial S/\partial\ln E_c=\partial D/\partial\ln\Omega$ (equality of mixed derivatives):
\begin{align}
\frac{\partial E}{\partial\ln\Omega}\Big|_N&=S-\tfrac23L\frac{\partial D}{\partial\ln\Omega}-\tfrac23\big(D-\tfrac23LD'\big),\\
S&=\frac{\partial E}{\partial\ln\Omega}\Big|_N+\tfrac23D+L\Big[\tfrac23\frac{\partial D}{\partial\ln\Omega}-\tfrac49D'\Big],\label{C}
\end{align}
with $P|_{E_c}=-S/\Omega$. The $D'$ term is the derivative of the $L^2$ term in Eq.~\eqref{ansatz}, which is second order in $L$ in the energy but first order after differentiation, since $\partial L/\partial\ln\Omega|_N=1$. Differentiating Eq.~\eqref{FP} alone misses it.

For the isolated well $S=0$ and $\partial D/\partial\ln\Omega=0$. At $a=7$ bohr, $0.31177-0.31895=-0.00718$ Ha, and $-\tfrac49(0.946391)(-0.01685)=+0.00709$ Ha leaves $-0.0001$ Ha. Over the scan the rms departure from zero falls from $5.4\times10^{-3}$ to $3.1\times10^{-4}$ Ha when the $L$ term is added.

\subsection*{(g) Apply the results to overlapping wells: $b=0.6$ bohr, $a=3.5$ bohr, $E_c=12.5$ Ha, $4^3$ mesh.}

\textit{Solution.} Here $\Omega=42.875$ bohr$^3$ and $G_c=5$ bohr$^{-1}$. The counts are
\begin{align}
N&=0.125(84)+0.375(93)+0.375(91)+0.125(93)=91.125,\\
N_0&=42.875\cdot125/6\pi^2=90.503,\qquad L=\ln(90.503/91.125)=-0.00685 .
\end{align}
The geometric mean gives $-0.00634$, different by $7\%$ of $L$. The shift is half the weighted variance of $N_k/N$, about $0.0005$, as found in (c). A $20^3$ mesh, with $N=90.539$, serves as reference and gives $D=-0.14460$, $D'=0.5177$ and $\partial D/\partial\ln\Omega=0.0052$ Ha. Both $D$ and $D'$ are differences in $\ln E_c$ and carry count noise: averaging the exact one-wave gain over the cutoff sphere, as in Eq.~\eqref{Dsurf}, gives $D=-0.1442$ and $D'=0.509$ Ha, shifts of $0.3\%$ ($0.2$ GPa in the Pulay pressure below) and $2\%$. The value of $\partial D/\partial\ln\Omega$ comes from a small difference between nearly equal values of $D$, so only its sign and order of magnitude are reliable.

The energy correction is $\tfrac23(-0.14460)(-0.00685)=0.00066$ Ha, which moves $E$ from $-2.56308$ to $-2.56242$ Ha, against $-2.56229$ Ha on the dense mesh. That mesh has its own mismatch, $L=-0.0004$ here and up to $|L|=0.0013$ over the scan below, worth $4\times10^{-5}$ and $1.3\times10^{-4}$ Ha. Over $a=3.3$ to $3.7$ bohr the rms error relative to that mesh drops from $1.1\times10^{-3}$ to $1.7\times10^{-4}$ Ha. The energy at $E_c=40$ Ha is $-2.59506$ Ha ($-2.59507$ Ha at 58 Ha), lower by $0.033$ Ha: the correction smooths the surface at the given cutoff and leaves the incompleteness error in place.

In Ha/bohr$^3$ the pressure terms are $P|_N=-2.4923\times10^{-3}$ ($-73.3$ GPa) and
\begin{align}
-\frac{2D}{3\Omega}&=\frac{0.09640}{42.875}=2.2484\times10^{-3}\quad(66.2\ \text{GPa}),\\
-\frac L\Omega\Big[\tfrac23(0.0052)-\tfrac49(0.5177)\Big]&=\frac{0.00685\,(-0.2266)}{42.875}=-3.62\times10^{-5}\quad(-1.1\ \text{GPa}).
\end{align}
The corrected pressure is $-7.2$ GPa with the Pulay term and $-8.2$ GPa with both. A fit of raw dense-mesh energies against volume at fixed cutoff gives $-9.1$ GPa, which still contains the count noise of that mesh: adding $\tfrac23DL$ to each energy before fitting gives $-8.6$ GPa, and Eq.~\eqref{C} with $D=-0.1442$ Ha gives $-8.55$ GPa on $16^3$, $20^3$ and $24^3$ meshes alike (within $0.01$ GPa). The fixed-basis pressure at $E_c=40$ Ha on the $4^3$ mesh, with no Pulay term added, is $-8.87$ GPa and moves to $-8.84$ GPa at 58 Ha. The model has no ion-ion repulsion, and the negative sign describes no material.

Against the smooth value $-8.55$ GPa the remaining error is $0.3$ GPa, about $0.5\%$ of the Pulay pressure but $4\%$ of the pressure, because two large terms nearly cancel. About $0.2$ GPa of it is the noise in $D$: with $D=-0.1442$ and $D'=0.509$ Ha the $4^3$ mesh gives $-8.4$ GPa. The gap of $0.8$ GPa to the raw fit is mostly the noise of that fit, which also shows on the dense mesh, where $0.01320-0.10851=-0.09531$ Ha differs from $\tfrac23D=-0.09640$ Ha by $1.1\%$. The estimate of (d) on the $4^3$ mesh, $D=-0.14759$ Ha, is $2\%$ larger in magnitude and would raise the Pulay pressure by about $1.4$ GPa.

The fixed-cutoff pressure is near the converged one while $P|_N$ is not. Integrating the definition of $D$ gives $E_s(E_c)-E_s(\infty)=-\int_{E_c}^\infty D\,d\ln E_c'$, so the error of $S$ relative to the complete basis is $-\int_{E_c}^\infty(\partial D/\partial\ln\Omega)\,d\ln E_c'$, whereas the fixed-basis derivative carries the further error $-\tfrac23D$. At the cutoff $\partial D/\partial\ln\Omega$ is a few $10^{-3}$ Ha against $|\tfrac23D|=0.096$ Ha. A positive integrand puts $P|_{E_c}$ above the complete-basis pressure, and the smooth value $-8.55$ GPa does lie about $0.3$ GPa above the 58 Ha value $-8.84$ GPa; that the raw fit lies below it is an effect of count noise. This advantage shrinks when the short-wavelength part of the orbitals depends strongly on volume, because $\partial D/\partial\ln\Omega$ is then no longer small.

\section*{Numbers as computed}
\begin{verbatim}
one added wave, exact eigenvalue change: -5.9809e-04 Ha
one added wave, partitioning formula: -5.9743e-04 Ha
isolated well: V0 = 6 Ha, b = 0.6 bohr, Ec = 8 Ha
E_s continuum: -2.428073 Ha
f(Gc): -0.147559 Ha bohr^3
dln|f|/dln q at Gc: -8.527 
D surface formula: -0.478426 Ha
D finite difference: -0.478427 Ha
D2: 0.946391 Ha
a = 7 bohr: N = 377, N0 = 370.70, L = -0.01685
a = 7 bohr: E-E_s raw -0.005430, corrected -0.000055 Ha
a = 7 bohr: dE/dlnvol|N 0.31177, -(2/3)D 0.31895 Ha
scan a = 6.5..7.5 bohr, 25 cells, rms values:
 L: 0.01307 
 raw energy error: 4.046e-03 Ha
 corrected energy error: 3.505e-04 Ha
 raw minus full first-order sum: 1.434e-04 Ha
 correlation residual / Abel term: 0.958 
 dE/dlnvol with (2/3)D: 5.391e-03 Ha
 dE/dlnvol with L term too: 3.149e-04 Ha
 rel. error of D from ln Ec: 0.1507 
 rel. error of D from ln N: 0.0168 
anisotropic well b = (0.65, 0.65, 0.5) bohr, a = 7 bohr, 8^3 mesh
 vol*sigma|N    xx 0.26589  zz 0.43258 Ha
 vol*sigmaPulay xx -0.26656  zz -0.43332 Ha
 D -0.47916 Ha, isotropic (2/3)D -0.31944 Ha
solid: a = 3.5 bohr, vol = 42.875 bohr^3, Ec = 12.5 Ha, 4^3 mesh
 N_k = [84, 93, 91, 93]  w_k = [0.125, 0.375, 0.375, 0.125]
 N = 91.125, N0 = 90.503, N on 20^3 mesh = 90.539
 L arithmetic -0.00685, L geometric -0.00634
 D -0.14460, D2 0.5177, dD/dlnvol 0.0052 Ha (20^3 mesh)
 D from ln N on 4^3 mesh: -0.14759 Ha
 E raw: -2.563082 Ha
 (2/3) D L: 0.000660 Ha
 E corrected: -2.562422 Ha
 E on 20^3 mesh: -2.562293 Ha
 E at Ec = 40 Ha: -2.595061 Ha
 rms over a = 3.3..3.7 bohr: raw 1.093e-03, corrected 1.667e-04 Ha
 20^3 mesh: dE/dlnvol|Ec 0.01320, |N 0.10851, (2/3)D -0.09640 Ha
 P|N: -2.4923e-03 Ha/bohr^3 = -73.33 GPa
 Pulay -2D/(3 vol): 2.2484e-03 Ha/bohr^3 = 66.15 GPa
 L term: -3.6198e-05 Ha/bohr^3 = -1.06 GPa
 P|N + Pulay: -2.4393e-04 Ha/bohr^3 = -7.18 GPa
 P|N + Pulay + L term: -2.8012e-04 Ha/bohr^3 = -8.24 GPa
 P|Ec, 20^3 mesh: -3.0798e-04 Ha/bohr^3 = -9.06 GPa
 P at Ec = 40 Ha: -3.0155e-04 Ha/bohr^3 = -8.87 GPa
\end{verbatim}
